# Static COHSEX from GW and the Local Coulomb-Hole Potential, part 1

(Sections cited here and not found follow in the second part.)

## From the frequency integral to a static self-energy

Q: The GW self-energy is nonlocal and depends on frequency. I am told that it becomes simple when some frequencies are neglected. Before anything is dropped, what is the object?

A: It is a product of the one-electron Green function $G$ and the screened interaction $W$ in time, hence a convolution in frequency. In atomic units,
$$\Sigma(r,r',\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega'\,e^{i\omega'\eta}\,G(r,r',\omega+\omega')\,W(r,r',\omega'),\qquad \eta\to0^+ .$$
Both functions are time-ordered. Let $\varphi_n$ and $\varepsilon_n$ be the orbitals and energies of a one-body Hamiltonian $H$ with a gap, for one spin direction. The index $i$ runs over occupied orbitals, $a$ over empty ones, and $n$ over both. Then
$$G(r,r',\omega)=\sum_i\frac{\varphi_i(r)\varphi_i^*(r')}{\omega-\varepsilon_i-i\eta}+\sum_a\frac{\varphi_a(r)\varphi_a^*(r')}{\omega-\varepsilon_a+i\eta}.$$
I assume time-reversal symmetry and no spin-orbit coupling, so that the quantities describing screening can be chosen real.

Q: You need the frequency dependence of $W$ as well. Why should it be expressible through a set of "plasmon energies"?

A: Because a linear response is a sum over excitations. Apply a weak potential $U(r)\cos\omega t$ to a system whose excited states $s$ lie at energies $\Omega_s>0$ above the ground state. Let $\rho_s(r)$ be the real transition density and $U_s=\int\rho_sU\,dr$. The first-order amplitude obeys $i\dot c_s=U_s\cos(\omega t)\,e^{i\Omega_st}$. For a field switched on slowly its solution is
$$c_s=-\frac{U_s}{2}\left[\frac{e^{i(\Omega_s+\omega)t}}{\Omega_s+\omega}+\frac{e^{i(\Omega_s-\omega)t}}{\Omega_s-\omega}\right].$$
The induced density is $2\,\mathrm{Re}\sum_s\rho_sc_se^{-i\Omega_st}$. The two fractions add to $2\Omega_s/(\Omega_s^2-\omega^2)$, so the density response function is
$$\chi(r,r',\omega)=\sum_s\rho_s(r)\rho_s(r')\frac{2\Omega_s}{\omega^2-\Omega_s^2}.$$
A charge at $r'$ polarizes the medium, and the induced density acts back through the bare repulsion $v$. Thus $W=v+v\chi v$. With $w_s(r)=\int v(r,r')\rho_s(r')\,dr'$, the induced part $W_p=W-v$ is
$$W_p(r,r',\omega)=\sum_sw_s(r)w_s(r')\frac{2\Omega_s}{\omega^2-\Omega_s^2}.$$
The modes include electron-hole excitations as well as collective oscillations. "Plasmon energy" is a convenient name for any $\Omega_s$.

Q: That argument used true excited states. GW normally takes $W$ from the random-phase approximation, RPA. Does the form survive?

A: It does. Without interaction, the response has the same form with transition energies $D_p$ and transition densities $\rho_p^0$, spin included. Collect the functions $\sqrt{2D_p}\,\rho_p^0$ as columns of a real matrix $R$, let $D$ be the diagonal matrix of the $D_p$, and put $A=\omega^2-D^2$. Then $\chi_0=RA^{-1}R^T$. RPA requires $\chi=\chi_0+\chi_0v\chi$. With $K=R^TvR$, try $\chi=R(A-K)^{-1}R^T$:
$$\chi_0+\chi_0v\chi=RA^{-1}\left[(A-K)+K\right](A-K)^{-1}R^T=R(A-K)^{-1}R^T .$$
The trial form is therefore the solution. Since $v$ is a positive interaction, $D^2+K$ is symmetric and positive. Its eigenvalues are $\Omega_s^2>0$ and its eigenvectors $z_s$ give $\rho_s=Rz_s/\sqrt{2\Omega_s}$. This is the required expansion.

Q: Now do the frequency integral. I want to see where each sign comes from.

A: Start with the bare $v$. The factor $e^{i\omega'\eta}$ lets us close the contour in the upper half-plane. An occupied term of $G$ has its pole there, at $\omega'=\varepsilon_i-\omega+i\eta$, with residue one. Its contribution is $(i/2\pi)(2\pi i)=-1$. An empty term has its pole below and gives zero. The result is bare exchange,
$$\Sigma_x(r,r')=-\sum_i\varphi_i(r)\varphi_i^*(r')v(r,r').$$
For $W_p$ restore the time-ordered infinitesimals:
$$W_p(\omega')=\sum_sw_sw_s'\left[\frac1{\omega'-\Omega_s+i\eta}-\frac1{\omega'+\Omega_s-i\eta}\right],$$
where $w_s'$ means $w_s(r')$. The integrand now falls as $|\omega'|^{-3}$, so either half-plane may be used.

For an occupied orbital close below, where the only pole is $\omega'=\Omega_s$. A clockwise contour gives $(i/2\pi)(-2\pi i)=+1$, the residue of $W_p$ is $w_sw_s'$, and $G$ supplies $1/(\omega+\Omega_s-\varepsilon_i)$. For an empty orbital close above, where the only pole is $\omega'=-\Omega_s$. The contour factor is $-1$, the residue of $W_p$ is $-w_sw_s'$, and their product is again positive. Hence
$$\Sigma_c(\omega)=\sum_sw_sw_s'\left[\sum_i\frac{\varphi_i\varphi_i'^*}{\omega-\varepsilon_i+\Omega_s}+\sum_a\frac{\varphi_a\varphi_a'^*}{\omega-\varepsilon_a-\Omega_s}\right],$$
with primes again marking the argument $r'$. Infinitesimals are omitted because I shall evaluate this away from its poles.

Q: I see neither a screened exchange nor a Coulomb hole there.

A: They appear after a rearrangement. With $x=\omega-\varepsilon_i$,
$$\frac1{x+\Omega}-\frac1{x-\Omega}=\frac{(x-\Omega)-(x+\Omega)}{x^2-\Omega^2}=-\frac{2\Omega}{x^2-\Omega^2}.$$
Use this to replace $1/(x+\Omega_s)$ in every occupied term. The piece $-2\Omega_s/(x^2-\Omega_s^2)$, summed over modes, is $-W_p(\omega-\varepsilon_i)$. Together with bare exchange it gives
$$\Sigma_{\rm SEX}(\omega)=-\sum_i\varphi_i(r)\varphi_i^*(r')\,W(r,r',\omega-\varepsilon_i).$$
The other piece has the same denominator as the empty terms, so occupied and empty orbitals join in one sum:
$$\Sigma_{\rm COH}(\omega)=\sum_n\varphi_n(r)\varphi_n^*(r')\sum_s\frac{w_s(r)w_s(r')}{\omega-\varepsilon_n-\Omega_s}.$$
So far $\Sigma=\Sigma_{\rm SEX}+\Sigma_{\rm COH}$ is an identity within GW.

Q: Your second sum has a pole at $\omega=\varepsilon_i+\Omega_s$ for an occupied orbital. The original expression had no such pole.

A: The first part cancels it. Near $x=\Omega_s$, $-W_p(x)$ behaves as $-w_sw_s'/(x-\Omega_s)$, while the hole term is $+w_sw_s'/(x-\Omega_s)$. The two parts can therefore be large separately when their sum is not. This matters if one tries to interpret each part at energies far from the occupied levels.

The split can be checked without residues. For $\omega$ in the gap, the poles in $\omega'$ lie in the second and fourth quadrants. The contour can be rotated through the other two onto $\omega'=i\nu$, giving
$$\Sigma_c(\omega)=-\frac1{2\pi}\int_{-\infty}^{\infty}d\nu\,G(\omega+i\nu)W_p(i\nu).$$
A direct quadrature of this formula was tested against the split at two energies in the gap of a model described below. The largest difference was about $2\times10^{-13}$ eV.

Q: Fine. Now make the static approximation, and say what is compared with what.

A: Suppose $|\omega-\varepsilon_n|$ is negligible beside $\Omega_s$ whenever the orbital and the mode contribute appreciably. In screened exchange, $W(\omega-\varepsilon_i)$ becomes $W(0)$. In the hole term, $\omega-\varepsilon_n-\Omega_s$ becomes $-\Omega_s$:
$$\Sigma_{\rm COH}\longrightarrow-\left[\sum_n\varphi_n(r)\varphi_n^*(r')\right]\sum_s\frac{w_s(r)w_s(r')}{\Omega_s}.$$
The denominator no longer knows which orbital it belongs to. That is why the orbital sum can be taken by itself. The orbitals of $H$ form a complete set, so the bracket is $\delta(r-r')$. At zero frequency,
$$W_p(r,r',0)=\sum_sw_sw_s'\frac{2\Omega_s}{-\Omega_s^2}=-2\sum_s\frac{w_s(r)w_s(r')}{\Omega_s}.$$
The mode sum with its minus sign is therefore half of $W_p$, and
$$\boxed{\Sigma_{\rm COH}(r,r')=\tfrac12\,\delta(r-r')\,[W-v](r,r,0).}$$
The full static COHSEX self-energy is
$$\Sigma(r,r')=-\sum_i\varphi_i(r)\varphi_i^*(r')W(r,r',0)+\tfrac12\delta(r-r')W_p(r,r,0).$$

Q: The half looks like a product of your rearrangement. Would another grouping give another factor?

A: Go back to $\Sigma_c$ before the rearrangement and set $\omega-\varepsilon_n=0$ there. Occupied terms carry $+1/\Omega_s$ and empty terms $-1/\Omega_s$. In terms of $W_p(0)$,
$$\Sigma_c^{\rm static}=\tfrac12W_p(r,r',0)\left[\sum_a\varphi_a\varphi_a'^*-\sum_i\varphi_i\varphi_i'^*\right].$$
Closure replaces the empty sum by $\delta(r-r')-\sum_i\varphi_i\varphi_i'^*$. The bracket becomes $\delta(r-r')-2\sum_i\varphi_i\varphi_i'^*$, which gives half of $W_p$ locally and minus one full $W_p$ in the exchange. The grouping changes nothing.

Q: Both $W$ and $v$ diverge when their two points coincide. Is the local potential even defined?

A: The subtraction comes first. $W_p(r,r',0)$ is the potential at $r$ of the density induced by a unit charge at $r'$. If that density is bounded and localized, its Coulomb potential is finite even at $r=r'$. Each mode contributes $-w_s(r)^2/\Omega_s$ to the hole potential, so the potential is nowhere positive.

Q: If a charge feels the induced potential $W_p(r,r,0)$, its energy should be $W_p$, not half of it.

A: The medium pays for being polarized. Hold a probe charge $q$, in units of the electron charge, at $r$. The medium minimizes its own energy plus $q\int v(r,r')n(r')dr'$. At the minimum, a small change of density does not alter the total energy. The derivative with respect to $q$ therefore comes from the explicit factor alone. With the induced density kept to first order in $q$,
$$\frac{dE}{dq}=\int v(r,r')n(r')\,dr'=\text{constant}+q\,W_p(r,r,0).$$
The constant belongs to the unperturbed density. Integrating the induced part from zero to $q$ gives
$$\Delta E=\tfrac12q^2W_p(r,r,0).$$
The interaction of the final charge with the final polarization is $q^2W_p$. The difference, $-\tfrac12q^2W_p>0$, is the cost of polarizing the medium. The static hole potential is thus the linear-response relaxation energy around an electron regarded as a fixed point charge: it is the coefficient of $q^2$, and for a full unit charge the higher powers of $q$ need not be small. The word "fixed" contains the approximation, since the medium is assumed to follow before the electron moves.

Q: I would like to see that energy computed for something definite.

A: Take four electrons in one dimension, in the given one-body potential
$$V(x)=-V_0\left[\cosh^{-2}\frac{x-c}{b}+\cosh^{-2}\frac{x+c}{b}\right].$$
The parameters are $V_0=30$ eV, $b=1.0$ Å and $c=1.6$ Å. The repulsion is $v=1/\sqrt{(x-x')^2+d^2}$ with $d=0.5$ Å. A grid of step 0.2 Å extends 10 Å to each side and carries 101 orbitals. The Hamiltonian with this $V$ defines $G$, and RPA defines $W$. This is a model, not a material.

At the well centre, $x=1.6$ Å, inversion of the static RPA equation gives $\tfrac12W_p=-1.749$ eV. A separate self-consistent calculation keeps $H$ as the unperturbed Hamiltonian and adds the Hartree potential of the induced density only. With a small fixed charge at the same point, it gives $\Delta E/q^2=-1.749$ eV. The test averages over both signs of $q$, which removes odd powers of the charge.

Q: And closure? In practice one never has all the orbitals.

A: Then the orbital sum and the local formula differ. The highest occupied orbital, HOMO, of the model has a static hole energy $\langle k|\tfrac12W_p(r,r,0)|k\rangle=-2.058$ eV. Adding orbitals in order of energy gives $-0.707$ eV from the two occupied ones, $-1.573$ eV from eight, $-1.852$ eV from sixteen and $-2.047$ eV from thirty-two. All 101 recover $-2.058$ eV. Occupied orbitals alone supply about a third of it. Only five orbitals of the model are bound; the rest are continuum states quantized by the box, so the intermediate sums depend on the box size. With walls near $\pm15$ Å at the same grid step, eight, sixteen and thirty-two orbitals give $-1.52$, $-1.69$ and $-1.98$ eV; with walls near $\pm7$ Å they give $-1.66$, $-1.99$ and $-2.06$ eV. The occupied share and the full sum do not change.

The first number has a simple origin. Occupied orbitals enter the hole with $+\tfrac12W_p$ and screened exchange with $-W_p$, so their share of the hole is minus half the correlation part of screened exchange. That part is 1.413 eV, and half of it is 0.707 eV to the digits used.

The local formula removes the explicit sum over empty orbitals from the static self-energy. It does not remove empty orbitals from the calculation of $W$, if $W$ is built from transitions as here.

## When the static limit is justified

Q: Before I attack the neglect of frequencies, restate what is on the table.

A: The orbitals $\varphi_n$, with energies $\varepsilon_n$, belong to a one-body Hamiltonian $H$ with a gap; $i$ labels occupied orbitals. The induced interaction is $W_p=W-v$. It has real mode potentials $w_s$ and mode energies $\Omega_s>0$, and $W_p(r,r',0)=-2\sum_sw_s(r)w_s(r')/\Omega_s$. Before approximation,
$$\Sigma_{\rm SEX}=-\sum_i\varphi_i\varphi_i'^*W(\omega-\varepsilon_i),\qquad \Sigma_{\rm COH}=\sum_{n,s}\varphi_n\varphi_n'^*\frac{w_sw_s'}{\omega-\varepsilon_n-\Omega_s}.$$
The static limit replaces these by $-\sum_i\varphi_i\varphi_i'^*W(0)$ and $\tfrac12\delta(r-r')W_p(r,r,0)$. The example is the one-dimensional, four-electron model with two wells.

Q: Here is my main objection. The hole sum contains every empty orbital, and their energies have no upper limit. You cannot neglect $\omega-\varepsilon_n$ beside a plasmon energy for all of them.

A: You are right. In the model the highest orbital energy on the grid is 919 eV, while the lowest mode energy is 13.4 eV. Term by term, the neglect is false for most of the spectrum. What can save it is the numerator. For orbital $k$ at $\omega=\varepsilon_k$, write $x_n=\varepsilon_n-\varepsilon_k$ and $M_{ns}=\langle n|w_s|k\rangle$. Then
$$C_k\equiv\langle k|\Sigma_{\rm COH}(\varepsilon_k)|k\rangle=-\sum_{n,s}\frac{|M_{ns}|^2}{\Omega_s+x_n}.$$
The condition needed is that $|M_{ns}|^2$ be concentrated where $|x_n|\ll\Omega_s$. A smooth $w_s$ changes the momentum of an electron little, and so couples it mainly to nearby energies. A rapidly varying $w_s$ does not.

The GW self-energy has been split exactly into screened exchange and a Coulomb hole, and its static limit derived; for the hole, neglecting orbital energy differences beside $\Omega_s$ is false for most of the spectrum and can be saved only by the weights $|M_{ns}|^2$. It remains to estimate the resulting error and to find when static COHSEX is adequate.
